# Shot noise and the channels of an oxide breakdown path

## Problem

After dielectric breakdown, a path through an HfO$_2$ gate oxide conducts half a spin-degenerate conductance quantum, $G=\tfrac12(2e^2/h)$. Two pictures fit this value: one channel with transmission $0.5$, or ten channels with transmission $0.05$ each.

1. Find the zero-temperature shot noise and Fano factor of each picture. Evaluate the noise at a bias of 20 mV.
2. Suppose that only $G$ and the Fano factor are known. What do they say about the number of channels?
3. Does the distinction survive at 4.2 K, at 300 K, and in a real gate stack?

The algebra uses atomic units, $e=\hbar=1$, so $2e^2/h=1/\pi$ and the bias $V$ is also an energy. Channel $n$ has transmission $T_n$, the same for both spins, and $g=\sum_nT_n$. Electrons are coherent and independent, and $T_n$ is constant across the bias window. The noise $S$ is one-sided and taken at frequencies far below $eV/h$. The Fano factor is $F=S/(2eI)$.

## Hints

- How many orthogonal wave packets per unit time fit into an energy strip of width $\Delta E$?
- An electron that is either transmitted or reflected is a trial with two outcomes. What is its variance?
- For the second question, compare $\sum T_n^2$ with $(\sum T_n)^2$, and then with its value for equal channels.
- At finite temperature, list the four ways of filling a pair of packets arriving from the two sides.

## Solution

### Counting electrons

Packets built from a strip $\Delta E$ and displaced in time by multiples of $2\pi/\Delta E$ are orthogonal, since

$$\frac1{\Delta E}\int_{\Delta E}dE\,e^{2\pi i mE/\Delta E}=0\qquad(m=\pm1,\pm2,\dots).$$

They therefore arrive at a rate $\Delta E/2\pi$ per channel and spin, and the Pauli principle allows one electron in each. At zero temperature, the packets from the left are full and those from the right empty in a window of width $V$. Below it both sides are full, so all outgoing states are full and no net charge passes.

Channels may mix. Let $t$ and $r$ be the transmission and reflection matrices, and choose incoming modes that are eigenvectors of $t^\dagger t$ with eigenvalues $T_n$. A completely filled set of modes is the same many-electron state in any orthonormal basis, so this choice is free. Because $r^\dagger r=1-t^\dagger t$ has the same eigenvectors, different modes have orthogonal transmitted parts and orthogonal reflected parts. Each electron is thus an independent trial, with $q=1$ (probability $T_n$) or $q=0$. Since $q^2=q$,

$$\langle q\rangle=T_n,\qquad \langle q^2\rangle-\langle q\rangle^2=T_n-T_n^2=T_n(1-T_n).$$

The rate is $V/2\pi$ and there are two spins, so

$$I=2\,\frac{V}{2\pi}\sum_nT_n=\frac{gV}{\pi}.$$

Over a long time $t_0$, the variance of the transferred charge is $t_0\int d\tau\,\langle\delta I(\tau)\delta I(0)\rangle$. One-sided noise is twice this integral, hence twice the variance per unit time:

$$S=2\cdot2\cdot\frac{V}{2\pi}\sum_nT_n(1-T_n)=\frac{2V}{\pi}\sum_nT_n(1-T_n).$$

Dividing by $2I=2gV/\pi$ gives

$$F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}=1-\frac{\sum_nT_n^2}{g}.$$

For the two pictures,

$$F_1=1-\frac{0.5^2}{0.5}=0.5,\qquad F_{10}=1-\frac{10\times0.05^2}{0.5}=0.95.$$

This argument drops packets that straddle the ends of the counting interval. A numerical count that includes them joins two 400-site chains with unit hopping and Fermi levels near $+1$ and $-1$, and follows the many-electron state. Between times 80 and 180, the ratio of the growth in charge variance to the growth in mean charge is 0.501 for transmission 0.5 and 0.950 for 0.05. Other time windows and chain lengths move the first value by about 0.001.

At 20 mV the current is $0.5\times77.48\ \mu\text{S}\times0.020\ \text{V}=0.775\ \mu\text{A}$ in both pictures. From $S=2eIF$,

$$S_1=1.24\times10^{-25}\ \text{A}^2/\text{Hz},\qquad S_{10}=2.36\times10^{-25}\ \text{A}^2/\text{Hz},$$

or $1.17\times10^{-4}$ and $2.22\times10^{-4}$ atomic units. The nearly closed channels are noisier because rare transmissions are almost uncorrelated; the half-open channel passes a more regular stream.

### What the Fano factor proves

All $T_n$ are non-negative, so

$$g^2=\sum_nT_n^2+2\sum_{m<n}T_mT_n\ge\sum_nT_n^2
\quad\Rightarrow\quad F\ge1-g.$$

Equality requires every product $T_mT_n$ to vanish, which leaves one conducting channel. With $g=\tfrac12$, a value $F=0.5$ therefore identifies a single channel without reference to the ten-channel alternative.

For $N$ conducting channels,

$$0\le\sum_n\left(T_n-\frac gN\right)^2=\sum_nT_n^2-\frac{g^2}{N}
\quad\Rightarrow\quad F\le1-\frac gN,\qquad N\ge\frac{g}{1-F}.$$

Thus $F=0.95$ requires at least ten channels, and if there are ten they are equal. More than ten unequal channels can give the same value: as their transmissions move continuously from equality towards a single channel at fixed $g$, $\sum T_n^2$ rises from $g^2/N<0.025$ to $0.25$ and passes $0.025$. Nine channels reach at most $F=0.9444$. Excluding nine thus means resolving a difference of 0.0056, about 0.6% of $F$, whereas separating one channel from ten is far easier.

Spin degeneracy matters. If one spin is fully transmitted and the other blocked, $G$ is again half of $2e^2/h$, but neither spin has partition noise and $F=0$.

### Finite temperature

Write $\theta=k_BT$ for the thermal energy and $f_L,f_R$ for the Fermi functions of the two sides. For one packet pair, a full left and empty right packet transfer $+1$ with probability $T_n$; the reverse filling transfers $-1$ with the same probability. Two full or two empty packets transfer nothing. Hence

$$\langle q\rangle=T_n(f_L-f_R),\qquad
\langle q^2\rangle=T_n[f_L(1-f_R)+f_R(1-f_L)].$$

Let $x=V/2\theta$. The Fermi functions obey $f_R(1-f_L)=e^{-2x}f_L(1-f_R)$, while the difference of these two products is $f_L-f_R$. Their sum is therefore

$$f_L(1-f_R)+f_R(1-f_L)=(f_L-f_R)\frac{1+e^{-2x}}{1-e^{-2x}}=(f_L-f_R)\coth x.$$

This sum also equals $f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2$, as expansion shows. With $\int(f_L-f_R)\,dE=V$ and $\int f(1-f)\,dE=-\theta\int f'\,dE=\theta$, it follows that $\int(f_L-f_R)^2dE=V\coth x-2\theta$. The integrated variance is

$$T_nV\coth x-T_n^2(V\coth x-2\theta)
=T_n(1-T_n)V\coth x+2\theta T_n^2.$$

Summing over channels and dividing by $gV$ gives

$$\frac{S}{2I}=F\coth x+\frac{1-F}{x}.$$

For $x\to\infty$ this returns $F$. For $V\to0$, $\coth x\to1/x$ and $S\to2I/x=4\theta G$, which at a given temperature depends only on the conductance. Subtracting this zero-bias noise leaves $F(\coth x-1/x)$.

| Temperature | $x$ at 20 mV | $S/2eI$, one / ten | Excess, one / ten |
|---|---:|---:|---:|
| 4.2 K | 27.6 | 0.518 / 0.952 | 0.482 / 0.916 |
| 300 K | 0.387 | 2.65 / 2.71 | 0.064 / 0.121 |

At 4.2 K the pictures are plainly separate. At 300 K and the same bias, with transmission still constant over the wider thermal window, their total noise differs by about 2%. The excess noise keeps the ratio 1.9, but must be extracted from a much larger thermal background.

### The real gate stack

The example assumes a 3 nm oxide, a 100 nm by 100 nm gate, a tunnelling mass of 0.2 electron masses and an intact barrier of 1.5 eV. These are rough values for HfO$_2$; a real stack usually also contains a thin interfacial oxide, omitted here. Both electrodes are assumed to stay metallic at the measuring temperature and bias. Lightly doped silicon does not meet this condition at 4.2 K, where its carriers freeze out.

**Intact oxide.** Taking $e^{-2qd}$ per transverse mode, with $q^2=\kappa^2+k^2$ and $\kappa=\sqrt{2m\phi}$ for barrier height $\phi$, the gate area $A$ contributes

$$g_{\rm leak}=\frac{A}{4\pi}\int_\kappa^\infty2q\,e^{-2qd}dq
=\frac{A}{4\pi}e^{-2\kappa d}\left(\frac{\kappa}{d}+\frac1{2d^2}\right)\approx4\times10^{-5}.$$

Matching factors at the interfaces are omitted; they can change this value several-fold, but it remains small beside $g=0.5$. The estimate depends exponentially on mass and barrier: with 0.1 electron masses and 1 eV the same formula gives about 0.03, which matching factors could raise to about 0.1. The leakage should therefore be measured before breakdown.

**Series resistance.** A noiseless resistance $R_s$ feeds current fluctuations back as voltage: $\delta I=\delta I_0-GR_s\,\delta I$. Hence $\delta I=\delta I_0/(1+GR_s)$, and the apparent $F$ falls by $(1+GR_s)^2$. For an assumed 500 ohm, $GR_s=0.0194$, giving 0.481 and 0.914. One and ten remain distinct. The measured conductance also falls, to $g=0.5/(1+GR_s)=0.49$, so uncorrected data would turn the ten-channel bound into $g/(1-F)=5.7$. Channel counting needs this correction.

**Flicker noise.** For an assumed strength $fS/I^2=10^{-6}$, flicker adds $10^{-6}I/(2ef)$ to $F$. Keeping this below 0.045, a tenth of the gap between the pictures, requires $f$ above about 54 MHz at low temperature. At 300 K the gap in $S/2eI$ is only 0.06, and the same criterion requires about 420 MHz. Both lie far below $eV/h=4.8$ THz. The required frequency scales with the flicker strength, which must be measured on the device.

Interactions, inelastic scattering and changes of the path under bias are outside the model, and their effect on $F$ is not estimated here.

## Variation 1: a transmission that depends on energy

*Let each channel cross a parabolic barrier that falls by $\phi_p=1$ eV from its top to the oxide faces. What happens at an operating bias of 1 V?*

Matching $\tfrac12m\omega^2(d/2)^2=\phi_p$ gives $\omega=(2/d)\sqrt{2\phi_p/m}=0.582$ eV. The parabola is continued beyond the oxide faces, which neglects reflection there. Ending it at the faces in flat leads of the same mass would lower the transmission at the barrier top from 0.50 to 0.41. In scaled position $y$ and momentum $p$, with $\varepsilon=(E-E_b)/\omega$ measured from the top $E_b$, the Hamiltonian is $\tfrac12(p^2-y^2)$. Define $u=(p+y)/\sqrt2$ and $w=(p-y)/\sqrt2$. Then $[u,w]=i$ and

$$\tfrac12(p^2-y^2)=\tfrac12(uw+wu)=-i\left(u\frac{d}{du}+\frac12\right).$$

Its eigenfunctions are powers $u^{i\varepsilon-1/2}$. Since $\dot u=u$ and $\dot w=-w$, the sign of $u$ labels the outgoing side, and $w>0$ means arrival from the left. A state leaving to the right lives on $u>0$; its incoming amplitude is

$$\int_0^\infty u^{i\varepsilon-1/2}e^{-iwu}du=\Gamma(\tfrac12+i\varepsilon)(iw)^{-1/2-i\varepsilon}.$$

At equal $|w|$, the weights for $w>0$ and $w<0$ are in the ratio $e^{\pi\varepsilon}:e^{-\pi\varepsilon}$. The left-hand fraction is the transmission,

$$T(E)=\frac1{1+e^{-2\pi(E-E_b)/\omega}},\qquad \frac{dT}{dE}=\beta T(1-T),\quad\beta=\frac{2\pi}{\omega}.$$

For identical channels the noise integral is then elementary:

$$F=\frac{\int T(1-T)\,dE}{\int T\,dE}=\frac{T(E_+)-T(E_-)}{\beta\int_{E_-}^{E_+}T\,dE}.$$

For a 20 mV window centred on the Fermi level, $F=0.4995$ and $0.9497$, so constant transmission is a good approximation at low temperature. At 300 K electrons from a wider energy range contribute: the ten-channel conductance rises by about 11%, the ratio of the excess noises changes from 1.9 to 2.2 (2.0 after dividing each by its current), and the difference in total noise grows from 2% to 14%. That growth follows the larger current: divided by the current, the total noises still differ by about 2%. If the parabola ends at the oxide faces, with each Fermi level reset to keep $T=0.5$ and $0.05$ there, the conductance rise, excess ratio and total-noise difference become 8%, 2.1 and 10%. At zero temperature and with the continued parabola, if the 20 mV window lies wholly above the energy where $T=0.5$, the single channel gives $F=0.473$ with $g=0.527$. At 1 V, centred and with a rigid barrier, one channel gives $g=0.50$, $F=0.18$; ten give $g=2.35$, $F=0.36$. Most of the current now flows at energies above the barrier top, where $T>\tfrac12$, so the low-bias values no longer apply. Ending the parabola at the oxide faces, with the Fermi level reset to keep $T=0.05$ there, changes the ten-channel values to $g=2.15$ and $F=0.40$. The bias equals $\phi_p$ here, so the rigid-barrier result shows the scale of the failure and is not a device prediction.

## Variation 2: ten resonances that imitate one channel

*Let ten paths each have a narrow resonance $T(E)=a^2/(E^2+a^2)$ at the centre of the window. Can they imitate the half-open channel?*

Put $w=V/2$ and $\alpha=\arctan(w/a)$. Integrating the identity

$$\frac{d}{dE}\frac{E}{E^2+a^2}=\frac{2a^2}{(E^2+a^2)^2}-\frac1{E^2+a^2}$$

gives

$$\int_{-w}^{w}T\,dE=2a\alpha,\qquad
\int_{-w}^{w}T^2dE=a\alpha+\frac{a^2w}{w^2+a^2},$$

$$F=\frac12-\frac{aw}{2(w^2+a^2)\alpha}.$$

At 20 mV, a full width $2a=6.5\times10^{-4}$ eV makes the total $I/V$ equal to half of $2e^2/h$, and $F=0.489$. The noise at this one bias looks like that of a single half-open channel. The current exposes the difference: at 10 mV the resonances already carry 98% of their 20 mV current, while an ohmic channel carries 50%. These are zero-temperature values; at 4.2 K, $k_BT=3.6\times10^{-4}$ eV is comparable with the width and rounds the curve at biases of a few mV and below (at 1 mV the current falls from 65% to 43% of its 20 mV value), but the 98% and $S/2eI=0.489$ are unchanged. The single-channel conclusion therefore needs a linear current–voltage curve over the same window as the noise measurement. Linearity alone is not proof: ten channels that each transmit 0.5 in their own tenth of the energy window, and nothing elsewhere, also give a linear curve and $F=0.5$. The single-channel conclusion rests on $F\ge1-g$, which requires each $T_n$ to be constant, not just their sum. The lower bound $N\ge g/(1-F)$ is safer: at zero temperature it holds for any energy dependence if $g$ is the average over the window, because the average of $T_n^2$ is never below the square of the average of $T_n$.

The numerical output below lists the main values.

## Numbers as computed

```
Bias 20 mV; temperatures 4.2 K and 300 K
Oxide thickness 3.0 nm; gate side 100 nm
Tunnelling mass 0.20 electron masses
Intact barrier 1.5 eV; path drop 1.0 eV
Conductance quantum 2e^2/h: 77.481 uS
Path conductance: 38.740 uS = 0.15915 a.u.
Path resistance: 25.813 kohm
Current: 0.7748 uA
Fano factor, one channel: 0.500
Fano factor, ten channels: 0.950
Noise, one channel: 1.2414e-25 A^2/Hz = 1.1698e-04 a.u.
Noise, ten channels: 2.3586e-25 A^2/Hz = 2.2226e-04 a.u.
Noise ratio ten/one: 1.900
Chain counting Fano, T=0.5: 0.5010
Chain counting Fano, T=0.05: 0.9501
Chain current / Landauer: 1.0000, 1.0000
Mixed modes T = [0.3  0.1  0.07 0.03]: Fano 0.7884
Largest Fano for nine channels: 0.9444
Gap between nine and ten channels: 0.0056
kT: 3.619e-04 eV (cold), 2.585e-02 eV (warm)
x = eV/2kT: 27.63 (cold), 0.3868 (warm)
S/2eI at 4.2 K, one / ten: 0.5181 / 0.9518
S/2eI at 300 K, one / ten: 2.6490 / 2.7065
Excess S/2eI at 4.2 K, one / ten: 0.4819 / 0.9156
Excess S/2eI at 300 K, one / ten: 0.0638 / 0.1213
Path barrier hbar*omega: 0.5819 eV
Barrier, 20 mV centred, one: g 0.5000, F 0.4995
Barrier, 20 mV centred, ten: g 0.5008, F 0.9497
Barrier, 20 mV one-sided, one: g 0.5269, F 0.4726
Barrier, 20 mV one-sided, ten: g 0.5548, F 0.9443
Barrier, 1 V centred, one: g 0.5000, F 0.1836
Barrier, 1 V centred, ten: g 2.3490, F 0.3630
Ten resonances, full width each: 6.501e-04 eV
Ten resonances: g 0.5000, F 0.4894
Resonances, current at half bias / full bias: 0.9789
One open spin only: g 0.50, F 0.00
Intact-oxide leakage g: 3.84e-05; shift of F: 3.84e-05
Series resistance: 500 ohm
Apparent F with it, one / ten: 0.4812 / 0.9142
False channel count for ten channels: 5.72
Assumed flicker strength f*S/I^2: 1e-06
Frequency needed against flicker: 53.7 MHz
Quantum frequency eV/h: 4.84 THz
```
